Restricted Hartree-Fock dissociation of ammonia-borane and ethane

The B-N bond of ammonia-borane, H₃N-BH₃, and the C-C bond of ethane, H₃C-CH₃, are stretched with the shape of each XH₃ fragment held fixed. The method is restricted Hartree-Fock (RHF): one determinant, with two electrons of opposite spin in every occupied spatial orbital. The nuclei are at rest and relativity is neglected. Formulas are in atomic units, and R is the distance between the heavy atoms.

A dissociation limit is called correct here if it consists of the lowest-energy fragments, each at its own Hartree-Fock energy. This concerns the fragments reached, not agreement with the exact energy.

At large R, let a and b be real, normalized orbitals on the left and right fragments. Their overlap is negligible. The pair that formed the bond occupies

φ = √(1−x) a + √x b,  0 ≤ x ≤ 1.

All other electrons form frozen, doubly occupied fragment cores. Write (pq|rs) for the Coulomb repulsion between the charge distributions pq and rs, and U_a = (aa|aa). For an isolated fragment, h_a is the energy of one electron in a, including its interaction with that fragment's core.

**Question (a).** For ammonia-borane, a is the lone-pair orbital of NH₃ and b the lowest empty orbital of BH₃. Find the energy as a function of x, keeping terms to order 1/R. Which x does RHF choose as R → ∞, and under what condition?

**Answer (a).** The pair contributes twice its one-electron energy and one repulsion:

E_pair = 2⟨φ|h|φ⟩ + (φφ|φφ).

Terms containing the product ab vanish with the overlap, so φ² may be replaced by (1−x)a² + x b². With (aa|bb) = 1/R to leading order,

(φφ|φφ) = (1−x)²U_a + x²U_b + 2x(1−x)/R.

Without its lone pair, NH₃ is a core of charge +2. The BH₃ core is neutral because b was empty. An electron in b is therefore attracted by −2/R, an electron in a feels no net charge on the right, and the cores do not interact at this order. If E_c is the sum of the core energies,

E(x) = E_c + 2(1−x)h_a + 2x(h_b − 2/R) + (1−x)²U_a + x²U_b + 2x(1−x)/R.

At x = 0 this is E_c + 2h_a + U_a = E(NH₃) + E(BH₃). Subtracting it, and using (1−x)² − 1 = −2x + x², gives

E(x) − E(0) = 2x(h_b − h_a − U_a) + x²(U_a + U_b) − 4x/R + 2x(1−x)/R.

The orbital energy of the lone pair is ε_a = h_a + U_a, since each of its electrons repels the other. The empty orbital has ε_b = h_b. Hence

E(x) − E(0) = 2x(ε_b − ε_a) + x²(U_a + U_b) − 2x(1+x)/R.

For R → ∞ the curvature 2(U_a + U_b) is positive and the slope at x = 0 is 2(ε_b − ε_a). The minimum is at x = 0 if

ε_b > ε_a,

that is, if the acceptor's empty level lies above the donor's filled level. Both electrons then return to nitrogen.

The neutral limit stays additive when all the orbitals relax. The determinant is built from the RHF orbitals of two separate closed-shell molecules. Exchange between them vanishes with the overlap, and the Coulomb interaction of neutral molecules vanishes with distance, so the energies add.

If instead ε_b < ε_a, put Δ = ε_a − ε_b > 0. For Δ < U_a + U_b, minimizing −2xΔ + x²(U_a + U_b) gives

x = Δ/(U_a + U_b),  E(x) − E(0) = −Δ²/(U_a + U_b).

RHF would then leave fractional charges on distant fragments, and its energy would not approach that of the neutral pair. With frozen orbitals, a dative bond thus separates correctly under a condition on the levels, not because of its name. Once orbitals relax, this condition alone does not guarantee that the neutral pair is the lowest limit, because fragments in other charge states may gain more energy by relaxing. The fragment energies must therefore be compared as well, as in (f).

**Question (b).** Repeat the calculation for ethane, where a and b are equivalent radical orbitals with repulsion U. Compare with two neutral radicals. Would unequal radicals remove the difficulty?

**Answer (b).** Each core is now CH₃⁺. The cores repel by 1/R, and each electron is attracted by −1/R to the core on the other side, whichever orbital it is in. If E_c is again the sum of the core energies,

E(x) = E_c + 1/R + 2(h − 1/R) + [(1−x)² + x²]U + 2x(1−x)/R.

Two distant neutral radicals have energy E_c + 2h. Since (1−x)² + x² = 1 − 2x(1−x), the difference is

E(x) − 2E(CH₃) = [1 − 2x(1−x)]U − 1/R + 2x(1−x)/R
= [1 − 2x(1−x)](U − 1/R).

At large R, U exceeds 1/R, so the bracket should be as small as possible. The product x(1−x) is largest at x = 1/2, which gives

E(1/2) − 2E(CH₃) = U/2 − 1/(2R).

The excess tends to U/2, not to zero. Moving the whole pair to one side, x = 0 or 1, costs U − 1/R, the frozen-orbital energy of an ion pair.

For unequal radicals take R → ∞. Let P = h_a − h_b + U_a be the cost of placing both electrons in a, and Q = h_b − h_a + U_b the cost of placing both in b. Relative to the neutral radicals,

E = 2(1−x)h_a + 2x h_b + (1−x)²U_a + x²U_b − h_a − h_b.

Insert U_a = P + h_b − h_a and U_b = Q − h_b + h_a. The terms in h_b − h_a have the coefficient

(2x − 1) + (1−x)² − x² = 0,

so that

E = (1−x)²P + x²Q.

Its minimum is at x = P/(P+Q), with value PQ/(P+Q). This is positive whenever both ion pairs lie above the radicals. Polarity changes the size of the error without removing it; P = Q = U recovers U/2.

**Question (c).** What is the probability that a measurement finds both fragments neutral? Use it to explain the two limits.

**Answer (c).** In φ(1)φ(2) each electron is found independently on the left with probability 1−x and on the right with probability x. Neutral ammonia and borane require both on the left:

P_neutral = (1−x)² → 1 for x → 0.

Neutral methyl radicals require one on each side, which can happen in two ways:

P_neutral = 2x(1−x) = 1/2 for x = 1/2.

The other half of the ethane wave function consists of CH₃⁺ and CH₃⁻, with either carbon negative. Multiplying this ionic probability, 1 − 2x(1−x), by the ion-pair cost U − 1/R gives the excess found in (b). The two electrons are uncorrelated in position, whereas neutral radicals require that when one is on the left the other is on the right. The dative limit needs no such correlation, because both electrons belong on the same side.

**Question (d).** In (b) the orbitals were frozen. Let them relax in the symmetric solution x = 1/2. Bound the limiting excess and find its leading dependence on R.

**Answer (d).** In the symmetric solution each methyl fragment carries half an up electron and half a down electron in its radical orbital s. Compare this half-spin fragment with the restricted open-shell (ROHF) radical, which has one up electron in s, using the same orbitals in both.

The one-electron energy and the Coulomb interaction with the core agree, because the total density is the same. Exchange with the core also agrees, because two half electrons replace one whole electron and the core is the same for both spins. What remains is the interaction of s with itself. It cancels for the single electron of the radical. For the half-spin fragment, Coulomb and exchange give

(1/2)U_s − (1/2)[(1/2)² + (1/2)²]U_s = U_s/4.

Therefore, for any given orbitals,

E_half = E_ROHF + U_s/4.

Insert first the best ROHF orbitals, with repulsion U_rad. They need not be the best for the half-spin fragment, so E_half ≤ E(CH₃) + U_rad/4. Then insert the best half-spin orbitals, with repulsion U_half. They need not be the best for the radical, so E_half ≥ E(CH₃) + U_half/4. For two fragments,

U_half/2 ≤ 2E_half − 2E(CH₃) ≤ U_rad/2.

At finite R the fragments are neutral on average, so their Coulomb interaction has no 1/R term. Exchange does have one. For each spin the density matrix contains the blocks ab and ba, each with coefficient 1/2. Two spins and two blocks give

−(1/2) × 2 × 2 × (1/2)² (aa|bb) = −1/(2R).

So E(R) = 2E_half − 1/(2R) + higher orders. If the centre of each radical orbital lies a distance d from its carbon towards the partner, then (aa|bb) ≈ 1/(R − 2d), and the next term is −d/R².

**Question (e).** Starting from the symmetric ethane solution at large R, allow the two spins different orbitals. Is the RHF solution stable?

**Answer (e).** Let g = (a+b)/√2 and u = (a−b)/√2, and rotate the spins in opposite directions:

φ↑ = cosθ g + sinθ u,  φ↓ = cosθ g − sinθ u.

With s = sin 2θ, the up electron is on the left with probability (1+s)/2 and the down electron with probability (1−s)/2. They are on the same side with probability (1−s²)/2 and on opposite sides with probability (1+s²)/2. Including the terms of (b) that do not depend on x, which sum to −1/R relative to the radicals,

E − 2E(CH₃) = (1−s²)U/2 + (1+s²)/(2R) − 1/R
= (1/2)(1−s²)(U − 1/R).

For small θ, s² ≈ 4θ², and the energy changes by −2θ²(U − 1/R). RHF is unstable. In the convention where the change is 2θ² times a stability root, the root of this two-orbital model is 1/R − U. At θ = 45° the up electron is on one carbon, the down electron on the other, and the excess is zero.

This unrestricted (UHF) determinant is not a pure singlet. A singlet needs the second determinant with the spins exchanged. The coupling between the two vanishes with the overlap, so their energies coincide at infinite separation.

**Question (f).** The following results were computed in the 6-31G* basis (spherical d functions) with tetrahedral, staggered fragments and N-H, B-H and C-H lengths of 1.0, 1.2 and 1.1 Å. Energies are relative to the correct limit for the same fragment shapes, with the CH₃ radicals treated by ROHF as in (d).

R (Å) | B-N energy (eV) | C-C energy (eV)
3 | −0.429 | 2.270
6 | −0.024 | 6.209
10 | −0.004 | 6.784
20 | −0.000 | 7.173

The energy minima are −2.006 eV at 1.651 Å for B-N and −3.687 eV at 1.536 Å for C-C. Interpret these results with the numerical output, and judge what they say about the real molecules.

**Answer (f).** *The dative limit.* The NH₃ HOMO lies at −11.227 eV and the BH₃ LUMO at 1.498 eV, so

ε_b − ε_a = 1.498 + 11.227 = 12.725 eV.

The condition of (a) holds by a wide margin. The positive empty level depends strongly on the basis: in aug-cc-pVDZ it falls to 0.424 eV and the difference to 11.885 eV. It is still not converged there: one more diffuse s and p shell on N and B lowers it to 0.23 eV and the difference to 11.69 eV, as the empty orbital becomes very diffuse. The margin stays ample. At 20 Å the energy is within 0.001 eV of the sum of the fragments, and the neutral probability is 1.00000. The lowest stability root is positive at every distance computed, and is 3.5 eV at 20 Å. This shows local stability towards real spin-dependent rotations at those distances.

The limit must also be the lowest one. At the same shapes, NH₃⁺ + BH₃⁻ lies 9.71 eV higher, and exciting NH₃ or BH₃ to its triplet costs 6.93 or 4.07 eV. In aug-cc-pVDZ these three costs become 9.23, 5.08 and about 3.9 eV; the NH₃ triplet changes most, by −1.85 eV. In both bases neutral singlets are the lowest of the fragment states compared.

*The covalent limit.* The ethane curve crosses its correct limit between 2 and 3 Å and continues upward. The radical-orbital repulsions are U_rad = 16.099 eV and U_half = 14.229 eV, so (d) requires

7.11 eV ≤ excess ≤ 8.05 eV.

The relaxed calculation gives 7.54 eV. Measured from the minimum, RHF would thus assign a dissociation energy of 3.69 + 7.54 = 11.23 eV, about three times the 3.69 eV to the correct limit.

The approach is slow. At 20 Å, 1/(2R) is still 0.360 eV, and 7.542 − 0.360 = 7.182 eV, against 7.173 eV computed. The misfit falls from 0.0382 eV at 10 Å to 0.0087 eV at 20 Å, a factor of 4.4, close to the factor of 4 expected from −d/R². The centre of the half-filled orbital lies at d = 0.41 bohr, so d/R² is 0.031 eV at 10 Å and 0.0078 eV at 20 Å. This is most of the misfit, and the remainder falls roughly as 1/R³.

The neutral probability is 0.50000 at 20 Å, as in (c). The stability root changes sign between 2 and 3 Å and reaches −14.17 eV at 20 Å. This is below the two-orbital value 0.72 − 14.23 = −13.51 eV, as it may be, since the full calculation allows further rotations. The UHF determinant with opposite spins on the carbons lies within 0.0001 eV of two UHF radicals at 20 Å.

*Basis.* The depths are not corrected for basis-set superposition; in 6-31G* the counterpoise correction lowers them by 0.11 eV for B-N and 0.07 eV for C-C. From 6-31G* to def2-TZVP the well depths change by about −0.1 eV, but the excess falls by 0.43 eV. Adding diffuse functions to the small basis (6-31+G*) lowers it by a similar amount, to 7.06 eV. The half-filled orbital needs room to spread: from 6-31G* to aug-cc-pVDZ its spatial variance grows from 4.3 to 6.6 bohr², while that of the ROHF radical orbital grows only from 3.6 to 3.9 bohr². The last two bases, aug-cc-pVDZ and aug-cc-pVTZ, give 7.005 and 7.019 eV. For these rigid fragments the converged excess is therefore about 7.0 eV. The ion-pair limit, at 11.05 eV in the largest basis, remains higher.

*Shape.* The argument of (a) is not tied to these fragment shapes: it needs the condition on the levels, and neutral singlets as the lowest fragments. Relaxing the fragments lowers the dative limit without spoiling additivity: at 20 Å the energy of the pair with relaxed shapes is within 0.0001 eV of the sum of the relaxed fragments. Relaxation releases 1.086 eV for NH₃ + BH₃ and 0.493 eV for two CH₃. The depths become

B-N: 2.006 − 1.086 = 0.920 eV,
C-C: 3.687 − 0.493 = 3.194 eV.

These are lower bounds on the Hartree-Fock depths in 6-31G*, with ROHF used for the radicals, because the bonded molecules were not fully relaxed. The basis matters here too: in def2-TZVP, with the same relaxed NH₃ and BH₃ shapes and with planar CH₃ at the same C-H length, the two differences are 0.84 and 3.03 eV, lower by 0.08 and 0.16 eV. With relaxed CH₃ shapes the ethane excess is 7.18 eV in the same basis, so the failure is not caused by rigid fragments.

One detail is an artifact of the small basis: in 6-31G*, ROHF makes CH₃ slightly pyramidal, with an angle of 94.6° to the axis. Bending from planar to 95° changes the energy by −0.001 eV in ROHF and by +0.005 eV in UHF, at the same C-H length. In def2-TZVP and aug-cc-pVDZ the same bending raises the ROHF energy too, by 0.003 and 0.004 eV, so planar CH₃ is favoured over the bent shape there.

*The real molecules.* Electron correlation changes the bond lengths little: with the same fragment shapes, MP2 in 6-31G* puts the minima at 1.64 Å for B-N and 1.54 Å for C-C. The depths lack electron correlation. At the rigid geometries MP2 adds 0.43 eV for B-N. For C-C it adds 1.30 eV to the depth measured to UHF radicals; these lie 0.07 eV each below the ROHF radicals used above, so the depth of 3.69 eV grows by 1.30 − 0.14 = 1.16 eV. These values are for all-electron MP2 in 6-31G* without counterpoise correction, which would lower the B-N contribution from 0.43 to 0.26 eV. In def2-TZVP the two uncorrected MP2 contributions rise to about 0.5 and 1.5 eV. The C-C correction is large, but far smaller than the 7 eV error of the stretched ethane curve. Zero-point energy, not computed here, reduces the energy needed to break either bond. Nor does the B-N curve give the decomposition route of ammonia-borane as a precursor: the heated solid also releases hydrogen, a reaction outside this one-coordinate model. For bond breaking, RHF is qualitatively usable for the dative coordinate studied here; the ethane coordinate needs at least broken spin symmetry or a second configuration.

Values computed for the example and the checks

```
Basis 6-31g* (spherical d); all other bases density fitted
Input lengths N-H, B-H, C-H: 1.0, 1.2, 1.1 angstrom; angle 109.47 deg
E(NH3), E(BH3), E(CH3), rigid: -56.183373, -26.349756, -39.545472 hartree
HOMO of NH3: -11.227 eV; LUMO of BH3: 1.498 eV
U_a + U_b of lone pair and empty orbital: 28.773 eV
NH3+ + BH3- above neutral limit: 9.71 eV
CH3+ + CH3- above radical limit: 12.22 eV
Triplet above singlet, NH3 and BH3: 6.93, 4.07 eV
Scan: R | E minus correct limit | neutral probability | triplet root
B-N  1.651 angstrom |   -2.0063 eV | 0.51336 |    7.790 eV
B-N  2.000 angstrom |   -1.5739 eV | 0.67522 |    7.222 eV
B-N  3.000 angstrom |   -0.4288 eV | 0.93600 |    4.295 eV
B-N  4.000 angstrom |   -0.1317 eV | 0.99400 |    3.721 eV
B-N  6.000 angstrom |   -0.0242 eV | 1.00000 |    3.550 eV
B-N 10.000 angstrom |   -0.0039 eV | 1.00000 |    3.513 eV
B-N 20.000 angstrom |   -0.0004 eV | 1.00000 |    3.506 eV
C-C  1.536 angstrom |   -3.6870 eV | 0.46612 |    7.723 eV
C-C  2.000 angstrom |   -2.0233 eV | 0.49141 |    1.161 eV
C-C  3.000 angstrom |    2.2704 eV | 0.49970 |   -6.457 eV
C-C  4.000 angstrom |    4.6647 eV | 0.49999 |   -9.803 eV
C-C  6.000 angstrom |    6.2094 eV | 0.50000 |  -12.296 eV
C-C 10.000 angstrom |    6.7836 eV | 0.50000 |  -13.408 eV
C-C 20.000 angstrom |    7.1732 eV | 0.50000 |  -14.168 eV
U of radical orbital, ROHF: 16.099 eV
U of radical orbital, half-spin: 14.229 eV
Bounds on ethane excess: 7.114 to 8.049 eV
Ethane RHF excess at infinite R: 7.542 eV = 0.27716 hartree
1/(2R) at 10 and 20 angstrom: 0.7200, 0.3600 eV
Misfit of excess - 1/(2R) at 10 and 20 angstrom: 0.0382, 0.0087 eV
UHF ethane at 20 angstrom minus two UHF radicals: 0.00006 eV
UHF lowering per CH3 below ROHF: 0.0718 eV
Relaxed NH3: N-H 1.003 angstrom, angle to axis 111.7 deg
Relaxed planar BH3: B-H 1.188 angstrom
Relaxed CH3 (ROHF): C-H 1.072 angstrom, angle to axis 94.6 deg
CH3 energy at 95 deg minus planar, ROHF and UHF: -0.00113, +0.00497 eV
Relaxation energy NH3 + BH3: 1.086 eV
Relaxation energy 2 CH3: 0.493 eV
B-N depth to relaxed fragments: 0.920 eV
C-C depth to relaxed radicals: 3.194 eV
B-N at 20 angstrom minus relaxed fragments: -0.00006 eV
Ethane excess with relaxed CH3 shape: 7.182 eV
B-N rigid depth: 2.006 eV; def2-tzvp 1.911 eV; shift -0.096 eV
C-C rigid depth: 3.687 eV; def2-tzvp 3.586 eV; shift -0.101 eV
Ethane excess: 7.542 eV; def2-tzvp 7.113 eV; shift -0.429 eV
6-31+g*: ethane excess 7.064 eV; ion-pair limit 11.168 eV
aug-cc-pvdz: ethane excess 7.005 eV; ion-pair limit 11.057 eV
aug-cc-pvtz: ethane excess 7.019 eV; ion-pair limit 11.052 eV
Last shift of ethane excess: +0.014 eV
MP2 correlation added to B-N depth: 0.428 eV
MP2 correlation added to C-C depth: 1.300 eV
```
